Odd and even atomic chains between weakly joined leads at midband

Q: I am modelling the neck of a silver filament in an oxide memory cell as a single row of atoms. I am told that with weak end contacts three atoms should conduct perfectly and four should conduct badly. Adding one atom seems too small a change for that. What model is behind the claim?

A: Each of the N atoms carries one orbital of energy zero. Neighbouring orbitals are connected by the hopping energy −t, with t > 0. Silver has one s electron per atom, so a neutral chain has its band half filled, and the Fermi level lies at midband, E = 0. I take the electrons as independent and coherent, the temperature as zero and the bias as small.

Let each lead be a row of sites with hopping −t_L, joined to the end atom by −t_c. A lead wave exp(ikj) has energy −2t_L cos k, so at midband k = π/2 and exp(ik) = i. On the left lead, j ≤ 0, write

ψ_j = exp(ikj) + r exp(−ikj).

At site 0 the equation of motion has −t_c c₁ where an unbroken lead would have −t_L ψ₁, with ψ₁ the wave continued to j = 1. Hence t_c c₁ = t_L(i − ir), which gives

r = 1 + i(t_c/t_L)c₁, ψ₀ = 1 + r = 2 + i(t_c/t_L)c₁.

Insert ψ₀ into the equation of the first atom, E c₁ = −t_c ψ₀ − t c₂:

(E + iΓ/2)c₁ + t c₂ = −2t_c, Γ = 2t_c²/t_L.

On the right there is just an outgoing wave, with amplitude τ on the first lead site. The same continuation argument gives t_L τ exp(−ik) = t_c c_N, so τ = i(t_c/t_L)c_N, and the last atom also acquires iΓ/2. An isolated atom joined to one lead therefore has energy −iΓ/2, and its occupation decays as exp(−Γ·time/ħ). Γ is the escape rate in energy units. "Wide band" means that I keep Γ constant at energies away from zero as well.

Let g_j be the chain's response to a unit source on atom 1, so that c_j = −2t_c g_j. Then

τ = −iΓg_N, T = |τ|² = Γ²|g_N|², r = 1 − iΓg₁.

No velocity ratio enters T, because the leads are identical. For each spin, the right-moving states in an energy slice dE deliver dE/h electrons per second, so the small-bias conductance is (2e²/h)T.

Q: Then solve it. What comes out for an odd number of atoms?

A: At E = 0 and N ≥ 3 the equations are

(iΓ/2)g₁ + t g₂ = 1,
g_(j−1) + g_(j+1) = 0 for 1 < j < N,
t g_(N−1) + (iΓ/2)g_N = 0.

The middle line connects second neighbours alone: each step of two atoms changes the sign. For odd N, atom N belongs to the same sublattice as atom 1. With s = (−1)^((N−1)/2),

g_N = s g₁, g_(N−1) = −s g₂.

The minus sign arises because the path from atom 2 to atom N−1 has one step of two fewer than the path from 1 to N. The last equation becomes −t g₂ + (iΓ/2)g₁ = 0, so t g₂ = (iΓ/2)g₁. Put this into the first equation:

iΓg₁ = 1, g_N = s/(iΓ), T = 1.

A single atom obeys iΓg₁ = 1 directly and gives the same result. Γ has dropped out: in this model any nonzero escape rate gives T = 1 if the two contacts are equal.

The reflected wave shows what happens physically. In r = 1 − iΓg₁, the 1 is the wave thrown back by a cut lead, and the second term is the wave that the chain sends back into the left lead. For odd N, iΓg₁ = 1, so the two cancel and nothing is reflected.

Q: And for an even number?

A: Now atom N belongs to the sublattice of atom 2. With u = (−1)^((N−2)/2),

g_N = u g₂, g_(N−1) = u g₁.

The last equation gives t g₁ + (iΓ/2)g₂ = 0. Define x = Γ/(2t), so that g₁ = −ix g₂. Since Γ/2 = xt, the first equation becomes

(ixt)(−ix g₂) + t g₂ = t(1 + x²)g₂ = 1.

Therefore

T = Γ²/[t²(1 + x²)²] = 4x²/(1 + x²)².

The same steps hold for N = 2, where u = 1. The reflection amplitude is

r = 1 − iΓ(−ix)/[t(1 + x²)] = 1 − 2x²/(1 + x²) = (1 − x²)/(1 + x²).

Adding r² and T gives [(1 − x²)² + 4x²]/(1 + x²)² = 1, as current conservation demands.

For weak joining, Γ ≪ t, the transmission is close to Γ²/t². It does not depend on the length, provided N stays even. Both midband results were tested against the scattering equations with explicit leads, for 1 to 11 atoms and four contact strengths, and agreed to within 10⁻¹⁰.

Q: The algebra convinces me, but I still want the reason. What does the odd chain have that the even chain lacks?

A: An energy level at the Fermi energy. Cut off the leads. The amplitudes obey E c_j = −t(c_(j−1) + c_(j+1)) and vanish at the fictitious sites 0 and N+1. The solutions are

ψ_k(j) = √(2/(N+1)) sin[kπj/(N+1)],
E_k = −2t cos[kπ/(N+1)], k = 1, …, N.

The square root normalizes the state, because the squared sines add up to (N+1)/2.

Reverse the sign of the amplitude on every second atom. Each atom's neighbours then change sign relative to it, so a state of energy E becomes one of energy −E. The levels come in pairs. An odd number of distinct levels cannot all be paired, so one must be its own partner, at E = 0. In a uniform even chain a zero level would need k = (N+1)/2, which is not an integer.

For three atoms the zero level is (1, 0, −1)/√2. At E = 0 the equation of either end atom reads 0 = −t c₂, so the middle atom is empty. The middle atom's own equation, 0 = −t(c₁ + c₃), makes the end amplitudes opposite. For any odd uniform chain, k = (N+1)/2 gives this level the weight 2/(N+1) on each end atom.

Q: Why does a level at the right energy give perfect transmission, however weak the contacts?

A: Near E = 0, and for weak joining, keep the zero level alone. It escapes into each lead at the rate

γ = Γ × 2/(N+1).

Two leads contribute −iγ/2 each to its energy, so its response from end to end has the size [2/(N+1)]/|E + iγ|. Multiplying the square by Γ² gives

T(E) = γ²/(E² + γ²).

Weaker contacts let less in, but they also let the electron leave more slowly, so amplitude builds up on the chain until the outgoing wave balances the incoming one. The peak becomes narrower, with half-width γ at half maximum, and keeps its height.

Equality of the contacts matters. Repeating the odd solution with Γ_L and Γ_R gives i(Γ_L + Γ_R)g₁/2 = 1, and T = Γ_LΓ_R|g_N|² becomes

T = 4Γ_LΓ_R/(Γ_L + Γ_R)².

This equals one if Γ_L = Γ_R and is smaller otherwise.

Q: Is the even chain poor because paths through its levels cancel?

A: Partner levels do the opposite. To leading order in Γ/t, the end-to-end response is that of the isolated chain, a sum over levels:

g_N ≈ Σ_k ψ_k(1)ψ_k(N)/(0 − E_k).

From sin(kπ − a) = (−1)^(k+1) sin a we have ψ_k(N) = (−1)^(k+1)ψ_k(1). The partner k′ = N+1−k has the same end weight and the opposite energy. Its end-to-end sign differs by the factor (−1)^(N−1), and the opposite denominator supplies another −1. The partner's term is therefore (−1)^N times the original term.

For odd N the partners cancel and leave the field to the zero level. For even N they add. Successive even-chain pairs do alternate in sign, so there is some cancellation between pairs, but the sum keeps the size 1/t. The transmission is low because no level is at the Fermi energy: the electron crosses off resonance.

This sum also explains why length drops out. In a long even chain the levels above midband lie near (2m+1)πt/(N+1), with m = 0, 1, 2, …, and those close to midband have end weight near 2/(N+1). Levels come closer as the chain grows, but their end weights shrink in the same proportion. The pair contributions have sizes 4/[(2m+1)πt] with alternating signs, and

(4/πt)(1 − 1/3 + 1/5 − …) = 1/t.

Q: Please put in numbers for my filament.

A: Take t = 1.5 eV, Γ = 0.8 eV and an atomic spacing of 0.29 nm. These are rough model values, not measurements on a cell. Then x = 0.8/3.0 = 0.267, and for even N

T = 4(0.267)²/[1 + (0.267)²]² ≈ 0.248.

With 2e²/h = 77.5 μS, three atoms give 77.5 μS and four give 19.2 μS. The weak-joining estimate Γ²/t² is 0.284, about 15% above the full even result, so these contacts are only moderately weak. The contrast depends on the chosen t, and 1.5 eV is probably too large for silver at this spacing. Density-functional (PBE) level gaps of linear Ag₂ (1.7 eV) and Ag₄ (0.9 eV) at 0.29 nm correspond to t ≈ 0.75 to 0.85 eV. With t = 0.8 eV and the same Γ, x = 0.5 and four atoms give T = 0.64, or about 50 μS.

The three-atom levels are at −2.12, 0 and 2.12 eV. The four-atom levels are at ±0.93 and ±2.43 eV. In the four-atom sum each inner level contributes −0.390 eV⁻¹ and each outer one +0.057 eV⁻¹. The total has size 2(0.390 − 0.057) ≈ 0.667 eV⁻¹, which is 1/t.

For three atoms γ = 0.8 × 2/4 = 0.40 eV, while the computed curve falls to one half at 0.434 eV. The difference comes from the outer levels. With z = E + iΓ/2, the determinant of the three equations is z(zE − 2t²), and g₃ = t²/[z(zE − 2t²)]. Hence

T(E) = Γ²t⁴ / {(E² + Γ²/4)[(E² − 2t²)² + E²Γ²/4]}.

If the square bracket stayed at its midband value 4t⁴, the half-width would be Γ/2 = 0.40 eV. At 0.434 eV the bracket is smaller than that, so T falls more slowly.

Q: Can four atoms ever conduct perfectly?

A: Yes, in two ways. First, move the Fermi level close to one of the chain's own levels. Its end weights are equal too, so the resonance argument applies. For the example the four-atom curve reaches T = 1.000 at 0.90 eV, near the isolated level at 0.93 eV. That position assumes the wide band. If the Fermi level moves through a lead band with t_L = t, the peak still reaches 1 but lies at 1.01 eV, and the three-atom half-width grows from 0.434 to 0.50 eV.

Second, stay at midband and strengthen the contacts. The even formula gives T = 1 at x = 1, or Γ = 2t. If the lead hopping and the contact hopping both equal t, then Γ = 2t²/t = 2t: the lead continues the chain and there is no joint to reflect from. So the contrast between odd and even needs the word "weakly".

Beyond that point the even chain becomes poor again. For four atoms, T is 0.010 at Γ/t = 0.1, 1 at Γ/t = 2 and 0.148 at Γ/t = 10. When Γ is large, the end atom acts as part of the lead. At E = 0 its response is 1/(iΓ/2), so the second atom acquires the energy t²/(iΓ/2) = −i(2t²/Γ). This is a new escape rate Γ′ = 4t²/Γ, for which Γ′/(2t) = 1/x. The shortened chain is still even and is now weakly joined, which is why the formula is unchanged when x is replaced by 1/x.

Q: My cell is warm, and its atoms are not identical. How much of the contrast survives?

A: I changed one condition at a time, with the Fermi level held at the original E = 0. The pairs below are T for three and for four atoms.

At 300 K the values are 0.988 and 0.249; at 358 K, 0.983 and 0.250. Averaging over a 0.1 V bias window gives 0.995 and 0.248. These changes are small because kT, about 0.03 eV, and half the bias window, 0.05 eV, are well below the three-atom half-width γ = 0.40 eV and the distance of 0.93 eV from the Fermi level to the nearest four-atom level.

Halving the escape rate at one contact gives 0.889 and 0.133. The first number is 4(0.8)(0.4)/(1.2)².

Alternating the bonds by ±5%, starting with a strong one, gives 0.990 and 0.191. In the three-atom chain the zero level now has unequal end weights, in the ratio (1.05/0.95)² = 1.22, and 4(1.22)/(2.22)² ≈ 0.99.

Raising both end atoms by 0.2 eV gives 0.800 and 0.255. The three-atom level lives on those two atoms and moves by 0.2 eV, so T = 0.16/(0.04 + 0.16).

Second-neighbour hopping of −0.1t gives 0.877 and 0.260. For three atoms it joins the two end atoms directly and shifts the same level by 2 × (1/√2)(−1/√2)(−0.15 eV) = +0.15 eV. The shift is upward because the end amplitudes have opposite signs.

In each case the odd chain transmits more than three times as well as the even one. I have not combined the changes. Long chains are more delicate: for 31 atoms γ = 1.6/32 = 0.05 eV, and at 300 K thermal averaging lowers T to 0.73. Perfect conductance therefore needs kT and the bias energy to be small compared with 2Γ/(N+1).

Q: What about current through the surrounding oxide, and the repulsion between electrons?

A: For the oxide I assume a 3 eV barrier, an effective mass of half the electron mass and a gap of 4 × 0.29 = 1.16 nm. The decay constant is then 6.27 nm⁻¹. A 10 nm² area with a Fermi wave number of 12 nm⁻¹ offers about 115 channels. With a generous prefactor of 16, the summed transmission is 16 × 115 × exp(−2 × 6.27 × 1.16) ≈ 9 × 10⁻⁴. For these rough, silica-like inputs that is small beside 0.25. The estimate does not carry over to oxides with a lower barrier and a lighter mass: for 2 eV and 0.15 electron masses the same recipe gives 2.7 and bounds nothing. Summing the rectangular-barrier transmission channel by channel gives about 0.01 in that case.

Repulsion is the more serious matter. Let U be the repulsion between two electrons in the zero level. In mean field, a spin-up electron has the energy U(n↓ − 1/2), measured from midband. Write n↑ = 1/2 + m and n↓ = 1/2 − m. The spin-up level is then at −Um, and filling a resonance of half-width γ up to E = 0 gives

m = (1/π) arctan(Um/γ).

The right side starts with slope U/(πγ) and bends over. A solution with m ≠ 0, a local magnetic moment, therefore requires U > πγ. For three atoms this one-level threshold is π × 0.40 = 1.26 eV. The outer levels polarize too and lower it to between 1.07 and 1.20 eV, depending on the range of the repulsion.

The zero level has half its weight on atom 1 and half on atom 3, so U = (V₁₁ + V₁₃)/2, where V is the repulsion on one atom or between the two. I start from a rough 6 eV on one atom and include image charges in two flat electrodes, one spacing beyond the end atoms. This gives 2.1 eV in vacuum. Dividing by a rough oxide constant of 4 gives 0.53 eV. The oxide value is below the threshold and the vacuum value above it. Dividing the repulsion on a single atom by a bulk constant probably exaggerates the screening. If the 6 eV on one atom is left unscreened and only the other terms are divided by 4, U is about 2.8 eV, well above the threshold. These estimates therefore do not settle whether a moment forms in oxide.

Above the threshold, mean field puts the two spin levels at ±Um, and each transmits γ²/(U²m² + γ²) < 1 at midband. This drop is not a firm prediction. At zero temperature and half filling, correlations beyond mean field can screen the moment (the Kondo effect) and restore T = 1 for equal contacts; warming weakens that screening. The standard one-level estimate of the Kondo temperature, √(Uγ/2) exp(−πU/8γ + πγ/2U) in energy units, gives roughly 1200 K for U = 2.1 eV and 700 K for U = 2.8 eV, so for γ = 0.40 eV much of the screening should survive at 300 K. These correlations are not treated here, so I would rely on neither the independent-electron result nor the mean-field one for a poorly screened, weakly joined odd chain. The even chain is not automatically exempt. With the vacuum repulsion, mean field gives the four-atom chain alternating local moments, with zero net spin, if t = 1.5 eV already includes the exchange between atoms. If that exchange has to be added, the bonds become stronger, the state without moments is stable and its T falls to about 0.04. With the 6 eV on one atom unscreened and the other terms divided by 4, the moments form in either case.

Q: Should I then expect my cell to jump between 77 and 19 μS as atoms are added?

A: Not on this evidence. The calculation describes a straight, uniform neck one atom wide with equal, weak contacts. A real filament has neighbours in the oxide, uneven bonds and contacts that may change along with the number of atoms. The example's Γ is about a quarter of the value 2t for a contact as good as a bond inside the chain; at 2t the midband contrast is gone. Among the changes I tried, the shifted end atoms hurt the three-atom chain most, taking it from 77.5 to about 62 μS. A larger shift could take it lower, and so could a local moment at temperatures where it is not fully screened.

A cleaner sign of the mechanism would be a shift of the Fermi level relative to the chain, with the contacts held fixed. That takes a gate electrode, which an ordinary two-terminal memory cell lacks, so it calls for a special test structure. In this model the three-atom conductance then falls from its maximum, while the four-atom conductance rises towards its own resonance near 0.9 eV. The numerical output below lists the values of the worked example.

Calculated quantities

```
Hopping t = 1.50 eV; escape rate Gamma = 0.80 eV
Atom spacing = 0.29 nm; x = Gamma/2t = 0.2667
Conductance quantum 2e^2/h = 77.48 uS
N=1: midband T = 1.0000, conductance = 77.48 uS
N=2: midband T = 0.2479, conductance = 19.21 uS
N=3: midband T = 1.0000, conductance = 77.48 uS
N=4: midband T = 0.2479, conductance = 19.21 uS
N=5: midband T = 1.0000, conductance = 77.48 uS
N=6: midband T = 0.2479, conductance = 19.21 uS
Even N, weak-joining estimate Gamma^2/t^2 = 0.2844
N=4 at Gamma/t = 0.1: midband T = 0.0100
N=4 at Gamma/t = 2.0: midband T = 1.0000
N=4 at Gamma/t = 10.0: midband T = 0.1479
N=3 levels (eV): -2.121 0.000 2.121
N=3 end weights: 0.2500 0.5000 0.2500
N=3 nonzero-level terms (1/eV): 0.1179 0.0000 -0.1179
N=3 sum of these terms = 0.0000 1/eV (size)
N=4 levels (eV): -2.427 -0.927 0.927 2.427
N=4 end weights: 0.1382 0.3618 0.3618 0.1382
N=4 nonzero-level terms (1/eV): 0.0569 -0.3903 -0.3903 0.0569
N=4 sum of these terms = 0.6667 1/eV (size)
N=3 half-width: formula 0.400 eV, from curve 0.434 eV
N=4 peak: T = 1.0000 at 0.903 eV
Neglected effects, one at a time: T for N=3, T for N=4
  temperature 300 K (kT = 25.9 meV): 0.9879, 0.2491
  temperature 358 K (kT = 30.9 meV): 0.9831, 0.2496
  bias 0.1 V: 0.9952, 0.2484
  one contact at Gamma/2: 0.8889, 0.1326
  bonds alternating by +-5%: 0.9900, 0.1905
  end atoms shifted by 0.2 eV: 0.8000, 0.2552
  second-neighbour hopping 0.1 t: 0.8767, 0.2599
N=31 half-width formula = 0.050 eV; T at 300 K = 0.7344
Oxide: barrier 3.0 eV, mass 0.5 m_e, gap 1.16 nm
Area 10 nm^2, k_F 12 1/nm: 115 channels, decay 6.27 1/nm
Summed parallel tunnelling T, upper estimate = 8.7e-04
Atomic repulsion 6.0 eV; oxide constant 4.0
N=3 level repulsion: oxide 0.53 eV, vacuum 2.14 eV
N=3 mean-field moment threshold = 1.26 eV
```
